# Gorsky relaxation time of dilute interstitials in a bent plate: verification in Python

```python
# Result under test: dilute interstitials in a suddenly bent plate with sealed
# faces redistribute with the slowest antisymmetric relaxation time
#     tau = d^2 / (pi^2 D).
# d: thickness, D: diffusivity, c0: mean concentration, Omega: volume change
# per interstitial, E and nu: Young modulus and Poisson ratio, kT: thermal energy.
# beta = (Omega/kT) * gradient of hydrostatic stress; drift = beta*d.
# chi = 2 E Omega^2 c0 / (9 (1-nu) kT): strength of the self-stress.
# Numerical operators use position z/d and time in units of d^2/D.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.linalg import expm

# Rough typical values for hydrogen in niobium, and a chosen plate
T = 300.0
d = 0.5e-3
E = 105e9
nu = 0.40
Omega = 0.0030e-27
metal_density = 56e27
x_H = 0.002
D_prefactor = 5e-8
E_act = 0.11 * q_e
surface_strain = 5e-4
T_crit, x_crit = 440.0, 0.31
thermal_diffusivity = 0.2e-4
yield_stress = 100e6
x_solvus = 0.04
E_soft, E_stiff = 80e9, 150e9

kT = k_B * T
c0 = x_H * metal_density


def diffusivity(temp):
    return D_prefactor * np.exp(-E_act / (k_B * temp))


D = diffusivity(T)
tau = d**2 / (np.pi**2 * D)
chi = 2 * E * Omega**2 * c0 / (9 * (1 - nu) * kT)

# Finite-volume grid: fluxes live on interior faces, outer faces are sealed
N = 200
h = 1.0 / N
z = (np.arange(N) + 0.5) * h - 0.5
identity = np.eye(N)
gradient = (identity[1:] - identity[:-1]) / h
average = (identity[1:] + identity[:-1]) / 2


def drift_generator(drift):
    return -gradient.T @ (gradient - drift * average)


def sorted_rates(generator):
    return np.sort(-np.linalg.eigvals(generator).real)


def plate_stress(strain_x, strain_y, free_strain):
    """Three-dimensional Hooke law with zero stress normal to the plate."""
    lame = E * nu / ((1 + nu) * (1 - 2 * nu))
    shear = E / (2 * (1 + nu))
    ex, ey = strain_x - free_strain, strain_y - free_strain
    ez = -lame * (ex + ey) / (lame + 2 * shear)
    trace = ex + ey + ez
    sx = lame * trace + 2 * shear * ex
    sy = lame * trace + 2 * shear * ey
    return sx, sy, (sx + sy) / 3


def self_stress(excess, free_to_bend):
    """Hydrostatic stress and added bend (curvature*d) due to excess solute."""
    swelling = Omega * excess / 3
    mean_strain, bend = 0.0, 0.0
    if free_to_bend:
        s_mean = plate_stress(np.ones(N), np.ones(N), 0.0)[0]
        s_bend = plate_stress(z, z, 0.0)[0]
        s_swell = plate_stress(0.0, 0.0, swelling)[0]
        balance = np.array([[s_mean.sum(), s_bend.sum()],
                            [z @ s_mean, z @ s_bend]])
        load = -np.array([s_swell.sum(), z @ s_swell])
        mean_strain, bend = np.linalg.solve(balance, load)
    strain = mean_strain + bend * z
    return plate_stress(strain, strain, swelling)[2], bend


# Elastic stress gradients for the two ways of bending
bend0 = 2 * surface_strain
sx_held, _, sh_held = plate_stress(bend0 * z, 0.0 * z, 0.0)
sx_mom, sy_mom, sh_mom = plate_stress(bend0 * z, -nu * bend0 * z, 0.0)
assert np.allclose(sh_held, E * bend0 * z / (3 * (1 - nu)), rtol=1e-10)
assert np.allclose(sh_mom, E * bend0 * z / 3, rtol=1e-10)
assert np.max(np.abs(sy_mom)) < 1e-9 * np.max(np.abs(sx_mom))
drift = Omega * E * bend0 / (3 * (1 - nu) * kT)
drift_moment = Omega * E * bend0 / (3 * kT)

# Slowest mode: rate and antisymmetry
values, vectors = np.linalg.eigh(-drift_generator(0.0))
rate0 = values[1]
slow_mode = vectors[:, 1]
assert abs(rate0 / np.pi**2 - 1) < 1e-4
assert np.max(np.abs(slow_mode + slow_mode[::-1])) < 1e-6
assert abs(values[3] / values[1] - 9) < 5e-3

# Rate at finite drift, on a case where the correction is large
test_drift = 3.0
rate_drift = sorted_rates(drift_generator(test_drift))[1]
assert abs(rate_drift / (np.pi**2 + test_drift**2 / 4) - 1) < 1e-3

# Faces in equilibrium with a reservoir: second mode is the slowest odd one
inner = (2 * np.eye(N - 1) - np.eye(N - 1, k=1) - np.eye(N - 1, k=-1)) / h**2
open_values, open_vectors = np.linalg.eigh(inner)
open_odd = open_vectors[:, 1]
assert np.max(np.abs(open_odd + open_odd[::-1])) < 1e-6
assert abs(open_values[1] / (4 * np.pi**2) - 1) < 1e-3
open_ratio = open_values[1] / rate0

# Share of the slowest mode in the first moment, by quadrature
overlap = quad(lambda s: s * np.sin(np.pi * s), -0.5, 0.5)[0]
norm = quad(lambda s: np.sin(np.pi * s)**2, -0.5, 0.5)[0]
second_moment = quad(lambda s: s * s, -0.5, 0.5)[0]
slow_share = overlap**2 / (norm * second_moment)
assert abs(slow_share - 96 / np.pi**4) < 1e-10


def series_response(t_over_tau):
    odd = 2 * np.arange(200) + 1.0
    return 1 - 96 / np.pi**4 * np.sum(np.exp(-odd**2 * t_over_tau) / odd**4)


# Time curve from the full drift equation, started from a uniform profile
final = np.exp(drift * z)
final /= final.mean()
final_moment = z @ final
times = [0.1, 0.5, 1.0, 2.0, 3.0, 4.0]
response = {}
for t in times:
    profile = expm(drift_generator(drift) * t / np.pi**2) @ np.ones(N)
    response[t] = (z @ profile) / final_moment
    assert abs(response[t] - series_response(t)) < 1e-3
    even = (profile + profile[::-1]) / 2 - 1
    odd_part = (profile - profile[::-1]) / 2
    assert np.max(np.abs(even)) < drift * np.max(np.abs(odd_part))
tau_numeric = tau / np.log((1 - response[3.0]) / (1 - response[4.0]))
assert abs(tau_numeric / tau - 1) < 2e-3

# Self-stress operators, built column by column from mechanical balance
stress_map = {}
for free in (False, True):
    columns = [self_stress(identity[:, j], free)[0] for j in range(N)]
    stress_map[free] = np.column_stack(columns)


def coupled_rate_factor(thermo_factor, free):
    potential = thermo_factor * identity - Omega * c0 / kT * stress_map[free]
    return sorted_rates(drift_generator(0.0) @ potential)[1] / rate0


factor_held = coupled_rate_factor(1.0, False)
factor_moment = coupled_rate_factor(1.0, True)
assert abs((factor_held - 1) / chi - 1) < 1e-4
# the relative second-order remainder is of the size of chi, about one percent
assert abs((factor_moment - 1) / chi / (1 - 96 / np.pi**4) - 1) < 0.03


def equilibrium_excess(applied_hydrostatic, free):
    excess = np.zeros(N)
    for _ in range(40):
        total = applied_hydrostatic + self_stress(excess, free)[0]
        weight = np.exp(Omega * total / kT)
        excess = c0 * (weight / weight.mean() - 1)
    return excess


# Relaxation strengths from self-consistent Boltzmann profiles
excess_moment = equilibrium_excess(sh_mom, True)
creep_numeric = self_stress(excess_moment, True)[1] / bend0
creep = E * Omega**2 * c0 / (9 * kT)
assert abs(creep_numeric / creep - 1) < 1e-3
# a linear profile in a plate free to bend leaves no stress
leftover = self_stress(c0 * drift_moment * z, True)[0]
clamped = self_stress(c0 * drift_moment * z, False)[0]
assert np.max(np.abs(leftover)) < 1e-8 * np.max(np.abs(clamped))

excess_held = equilibrium_excess(sh_held, False)
sx_relaxed = plate_stress(bend0 * z, 0.0 * z, Omega * excess_held / 3)[0]
drop_numeric = 1 - (z @ sx_relaxed) / (z @ sx_held)
drop = chi * (1 + nu) / (2 * (1 + chi))
assert abs(drop_numeric / drop - 1) < 1e-3

# Mean-field lattice gas: blocking and attraction set by the critical point
x_max = 2 * x_crit
attraction = 2 * k_B * T_crit / x_crit


def lattice_gas_mu(x, temp):
    return k_B * temp * np.log(x / (x_max - x)) - attraction * x


dx = 1e-3
mu_low, mu_mid, mu_high = [lattice_gas_mu(x_crit + s * dx, T_crit)
                           for s in (-1, 0, 1)]
assert abs((mu_high - mu_low) / (2 * dx)) < 1e-4 * attraction
assert abs((mu_high - 2 * mu_mid + mu_low) / dx**2) < 1e-4 * attraction / x_crit
thermo = 1 / (1 - x_H / x_max) - attraction * x_H / kT
dx = 1e-3 * x_H
slope = (lattice_gas_mu(x_H + dx, T) - lattice_gas_mu(x_H - dx, T)) / (2 * dx)
assert abs(x_H * slope / kT - thermo) < 1e-5
all_held = coupled_rate_factor(thermo, False)
all_moment = coupled_rate_factor(thermo, True)

D_change = (diffusivity(T + 0.5) - diffusivity(T - 0.5)) / D
tau_thermal = d**2 / (np.pi**2 * thermal_diffusivity)
drift_correction = (drift / (2 * np.pi))**2
surface_stress = E * surface_strain / (1 - nu**2)

print("INPUTS (material values rough, hydrogen in niobium)")
print(f"temperature = {T:.0f} K, kT = {kT/q_e:.5f} eV")
print(f"thickness d = {d*1e3:.2f} mm")
print(f"Young modulus = {E/1e9:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"volume per hydrogen Omega = {Omega*1e27:.4f} nm^3")
print(f"metal atom density = {metal_density/1e27:.0f} nm^-3")
print(f"hydrogen per metal atom = {x_H*100:.2f} %")
print(f"concentration c0 = {c0*1e-6:.3e} cm^-3")
print(f"diffusivity prefactor = {D_prefactor*1e4:.1e} cm^2/s")
print(f"activation energy = {E_act/q_e:.2f} eV")
print(f"surface strain = {surface_strain*100:.3f} %")
print(f"curvature = {bend0/d:.3f} m^-1")
print("MAIN RESULT")
print(f"diffusivity D = {D*1e4:.3e} cm^2/s")
print(f"tau = d^2/(pi^2 D) = {tau:.2f} s = {tau/60:.3f} min")
print(f"tau from late decay of full drift equation = {tau_numeric:.2f} s")
print(f"next odd mode, tau/9 = {tau/9:.2f} s")
print(f"grid rate of slowest mode = {rate0:.5f} D/d^2")
print(f"pi^2 = {np.pi**2:.5f}")
print(f"share of slowest mode in first moment = {slow_share:.5f}")
for t in times:
    print(f"t = {t:.1f} tau = {t*tau:.2f} s: response, full equation = "
          f"{response[t]:.4f}, series = {series_response(t):.4f}")
print(f"open faces: slowest odd rate / sealed rate = {open_ratio:.3f}")
print(f"open faces: slowest odd time = {tau/4:.2f} s")
print("DRIVING FORCE AND STRENGTH")
print(f"surface hydrostatic stress, held = "
      f"{E*surface_strain/(3*(1-nu))/1e6:.2f} MPa")
print(f"beta*d, held curvature = {drift:.5f}")
print(f"beta*d, constant moment = {drift_moment:.5f}")
print(f"surface enrichment, held, linear = {drift/2*100:.3f} %")
print(f"curvature gain at constant moment = {creep*100:.4f} %")
print(f"same, self-consistent profile = {creep_numeric*100:.4f} %")
print(f"moment drop at held curvature = {drop*100:.4f} %")
print(f"same, self-consistent profile = {drop_numeric*100:.4f} %")
print("NEGLECTED EFFECTS")
print(f"test drift {test_drift:.1f}: rate = {rate_drift:.4f} D/d^2, formula = "
      f"{np.pi**2 + test_drift**2/4:.4f} D/d^2")
print(f"finite drift raises rate by {drift_correction*100:.5f} %")
print(f"self-stress parameter chi = {chi:.5f}")
print(f"self-stress raises rate, held = {(factor_held-1)*100:.4f} %")
print(f"self-stress raises rate, moment = {(factor_moment-1)*100:.5f} %")
print(f"critical point (rough) = {T_crit:.0f} K at H/metal {x_crit:.2f}")
print(f"thermodynamic factor = {thermo:.5f}")
print(f"tau with factor and self-stress, held = {tau/all_held:.2f} s")
print(f"tau with factor and self-stress, moment = {tau/all_moment:.2f} s")
print(f"change of D per kelvin = {D_change*100:.2f} %")
print(f"thermal diffusivity (rough) = {thermal_diffusivity*1e4:.1f} cm^2/s")
print(f"thermoelastic relaxation time = {tau_thermal*1e3:.2f} ms")
print(f"curvature gain for E = {E_soft/1e9:.0f} and {E_stiff/1e9:.0f} GPa = "
      f"{creep*E_soft/E*100:.3f} and {creep*E_stiff/E*100:.3f} %")
print(f"surface bending stress, held = {surface_stress/1e6:.1f} MPa")
print(f"rough yield stress = {yield_stress/1e6:.0f} MPa, "
      f"stress/yield = {surface_stress/yield_stress:.3f}")
print(f"rough hydride limit H/metal = {x_solvus:.2f}, "
      f"content/limit = {x_H/x_solvus:.3f}")
print("all tests passed")
```

Running it gives:

```
INPUTS (material values rough, hydrogen in niobium)
temperature = 300 K, kT = 0.02585 eV
thickness d = 0.50 mm
Young modulus = 105 GPa, Poisson ratio = 0.40
volume per hydrogen Omega = 0.0030 nm^3
metal atom density = 56 nm^-3
hydrogen per metal atom = 0.20 %
concentration c0 = 1.120e+20 cm^-3
diffusivity prefactor = 5.0e-04 cm^2/s
activation energy = 0.11 eV
surface strain = 0.050 %
curvature = 2.000 m^-1
MAIN RESULT
diffusivity D = 7.097e-06 cm^2/s
tau = d^2/(pi^2 D) = 35.69 s = 0.595 min
tau from late decay of full drift equation = 35.69 s
next odd mode, tau/9 = 3.97 s
grid rate of slowest mode = 9.86940 D/d^2
pi^2 = 9.86960
share of slowest mode in first moment = 0.98553
t = 0.1 tau = 3.57 s: response, full equation = 0.1032, series = 0.1032
t = 0.5 tau = 17.85 s: response, full equation = 0.4021, series = 0.4021
t = 1.0 tau = 35.69 s: response, full equation = 0.6374, series = 0.6374
t = 2.0 tau = 71.39 s: response, full equation = 0.8666, series = 0.8666
t = 3.0 tau = 107.08 s: response, full equation = 0.9509, series = 0.9509
t = 4.0 tau = 142.77 s: response, full equation = 0.9820, series = 0.9819
open faces: slowest odd rate / sealed rate = 4.000
open faces: slowest odd time = 8.92 s
DRIVING FORCE AND STRENGTH
surface hydrostatic stress, held = 29.17 MPa
beta*d, held curvature = 0.04225
beta*d, constant moment = 0.02535
surface enrichment, held, linear = 2.113 %
curvature gain at constant moment = 0.2839 %
same, self-consistent profile = 0.2839 %
moment drop at held curvature = 0.6563 %
same, self-consistent profile = 0.6563 %
NEGLECTED EFFECTS
test drift 3.0: rate = 12.1192 D/d^2, formula = 12.1196 D/d^2
finite drift raises rate by 0.00452 %
self-stress parameter chi = 0.00946
self-stress raises rate, held = 0.9464 %
self-stress raises rate, moment = 0.01355 %
critical point (rough) = 440 K at H/metal 0.31
thermodynamic factor = 0.98431
tau with factor and self-stress, held = 35.92 s
tau with factor and self-stress, moment = 36.26 s
change of D per kelvin = 1.42 %
thermal diffusivity (rough) = 0.2 cm^2/s
thermoelastic relaxation time = 1.27 ms
curvature gain for E = 80 and 150 GPa = 0.216 and 0.406 %
surface bending stress, held = 62.5 MPa
rough yield stress = 100 MPa, stress/yield = 0.625
rough hydride limit H/metal = 0.04, content/limit = 0.050
all tests passed
```
